# Oxide film growth with exponentially vanishing fast diffusion paths

## 1. Form of the growth law

A flat oxide film of thickness \(X\) grows by diffusion through itself. At a given potential difference between its faces the flux varies as \(1/X\), so

\[
\frac{dX}{dt}=\frac{K(t)}{X},\qquad \frac{d(X^2)}{dt}=2X\frac{dX}{dt}=2K(t). \tag{1}
\]

The rate constant \(K\) has the dimension length²/time. The slope of \(X^2\) against time is \(2K\); where a parabolic law is written \(X^2=k_pt\), \(k_p=2K\).

Let a fraction \(f\) of the film area consist of fast paths with constant \(K_B\), and the rest of lattice with constant \(K_L<K_B\). Section 2 shows that

\[
K=K_L+f\,(K_B-K_L),\qquad f=f_0e^{-t/\tau}. \tag{2}
\]

Define the initial excess \(E=f_0(K_B-K_L)\). The right side of (1) does not contain \(X\), so the gain in \(X^2\) does not depend on the initial thickness \(X_0\). It is also linear in \(K_L\) and \(E\). Dimensional analysis then gives

\[
X^2-X_0^2=K_L\tau\,g_1(t/\tau)+E\tau\,g_2(t/\tau).
\]

The choice of time origin fixes both functions. Growth over a time \(u+v\), in units of \(\tau\), is growth over \(u\) followed by growth over \(v\). The lattice is unchanged after the first interval, so \(g_1(u+v)=g_1(u)+g_1(v)\), and the continuous \(g_1\) is proportional to \(u\). The fast paths enter the second interval weakened by \(e^{-u}\):

\[
g_2(u+v)=g_2(u)+e^{-u}g_2(v).
\]

The left side is unchanged when \(u\) and \(v\) are exchanged, so the right side must be too:

\[
g_2(u)+e^{-u}g_2(v)=g_2(v)+e^{-v}g_2(u)
\;\Rightarrow\;
\frac{g_2(u)}{1-e^{-u}}=\frac{g_2(v)}{1-e^{-v}} .
\]

Each side depends on a different variable, so both equal one constant. The initial slope \(2(K_L+E)\) makes this constant 2 and gives \(g_1=2u\). Hence

\[
\boxed{X^2=X_0^2+2K_Lt+2E\tau\left(1-e^{-t/\tau}\right)} \tag{3}
\]

Direct integration gives the same result: \(\int_0^t2K_L\,ds=2K_Lt\), and \(\int_0^t2Ee^{-s/\tau}ds=2E\tau(1-e^{-t/\tau})\).

## 2. Origin of the rate constants

**One path.** Let \(x\) run through the film in the direction of the flux \(j\), which counts the diffusing ions per area and time. Let \(\mu\) be the chemical potential of the neutral diffusing component. The coefficient \(L(\mu)\) describes coupled transport of ions and electronic carriers with no net electric current:

\[
j=-L(\mu)\frac{d\mu}{dx}.
\]

In the quasi-steady state the film stores little mobile material, so \(j\) is the same at every depth. Integration over the thickness gives

\[
jX=-\int_{\mu(0)}^{\mu(X)}L\,d\mu=\int_{\mu(X)}^{\mu(0)}L\,d\mu .
\]

If interface reactions are fast, local equilibrium fixes the two end values of \(\mu\), and the integral does not depend on \(X\). Suppose that one arriving ion completes one formula unit of volume \(\Omega\), as for nickel in NiO. Then \(dX/dt=\Omega j=K/X\), with

\[
K=\Omega\int_{\mu(X)}^{\mu(0)}L\,d\mu .
\]

The coefficient may vary strongly with potential, and hence with depth, without spoiling the \(1/X\) law.

**Parallel paths.** Let the fast-path coefficient be \(L_B(\mu)=rL_L(\mu)\), with the same ratio \(r\) at every potential. Define \(w\) by \(dw=L_L\,d\mu\). The flux is \(-\nabla w\) in the lattice and \(-r\nabla w\) in a fast path. If the paths run straight through the film, a \(w\) that is linear in depth and constant laterally satisfies flux conservation in both regions. It also gives no flux across the path walls. The mean flux is therefore the area average,

\[
K=(1-f)K_L+fK_B=K_L+f(K_B-K_L),\qquad K_B=rK_L .
\]

Oxide arrives faster above a fast path. Equation (1) for a single thickness assumes that transport along the surface keeps the film flat.

**Interrupted paths.** The average does not hold if the paths stop part-way. I computed the steady flux by finite volumes in a square section, as wide as the film is thick, with insulating sides. A strip along one side, 2% of the width, had \(r=500\). With the strip running right through, \(K/K_L=10.98\). With half of its length replaced by lattice, \(K/K_L=1.24\). Refining the mesh from 100 to 200 cells per side moved the second value by 0.07%. This value belongs to the chosen path spacing. More closely spaced paths raise it, but not above \(1/(0.5/10.98+0.5)=1.83\), the value for two uniform layers in series. Most of the gain is lost because all the flux must cross the path-free half through slow lattice, which alone brings 10.98 down to 1.83. Lateral spreading from the end of the narrow path accounts for the further drop to 1.24. So \(f\) in (2) means the area fraction occupied by paths that cross the whole film, not the total amount of defects in it.

**Disappearance.** If each path has the same probability \(1/\tau\) per unit time of being removed, whatever its age, then

\[
\frac{df}{dt}=-\frac f\tau\;\Rightarrow\;f=f_0e^{-t/\tau}.
\]

Newly formed oxide must continue the surviving paths, so that \(f\) is the same at all depths. If new oxide forms with its own path density, this law does not apply.

## 3. The two slopes and the crossover

Differentiating (3) gives

\[
\frac{d(X^2)}{dt}=2K_L+2Ee^{-t/\tau},\qquad
\frac{d^2(X^2)}{dt^2}=-\frac{2E}{\tau}e^{-t/\tau}<0 .
\]

The slope falls steadily from \(2(K_L+E)\) to \(2K_L\). The sign follows from \(K_B>K_L\).

**Early times.** With \(1-e^{-s}=s-s^2/2+\dots\), where \(s=t/\tau\),

\[
X^2=X_0^2+2(K_L+E)t-\frac{E t^2}{\tau}+\dots
\]

The film first follows a parabolic law with the full initial path fraction. If the paths never disappear, \(\tau\to\infty\) and this line holds at all times.

**Late times.** When \(t\gg\tau\),

\[
X^2\simeq X_0^2+2K_Lt+2E\tau .
\]

The curve lies below this line by \(2E\tau e^{-t/\tau}\). The slope forgets the fast paths, but \(X^2\) keeps the permanent offset \(2E\tau\). The gain in thickness does fade. If \(X_\ell\) is the thickness of a film with the same \(X_0\) and \(K_L\) but no fast paths, then

\[
X-X_\ell=\frac{X^2-X_\ell^2}{X+X_\ell}\to\frac{2E\tau}{X+X_\ell},
\]

which decreases as \(t^{-1/2}\).

**Three crossover times.** They answer different questions.

1. The early and late straight lines meet where \(2(K_L+E)t=2K_Lt+2E\tau\), that is, at \(t=\tau\), whatever the rate constants. The curve itself passes below the meeting point by \(2E\tau/e\).
2. The two contributions to the slope are equal when \(Ee^{-t/\tau}=K_L\), so \(t=\tau\ln(E/K_L)\). This needs \(E>K_L\); if \(E<K_L\), the lattice contributes more from the start.
3. The accumulated lattice growth \(2K_Lt\) equals the final offset at \(t=\tau E/K_L\).

**Extracting parameters.** Let \(s_i\) and \(s_\infty\) be the initial and late slopes of \(X^2\), and \(B\) the intercept of the late line minus \(X_0^2\). Then

\[
K_L=\frac{s_\infty}{2},\qquad E=\frac{s_i-s_\infty}{2},\qquad \tau=\frac{B}{s_i-s_\infty}.
\]

Growth data fitted with (3) yield the product \(f_0(K_B-K_L)\), not its factors. Separating them needs an independent measurement of the path fraction.

## 4. Why a log-log plot misleads

For \(X_0=0\), let \(u=t/\tau\) and \(a=E/K_L\). The local growth exponent is

\[
n=\frac{d\ln X}{d\ln t}=\frac{t}{2X^2}\frac{d(X^2)}{dt}
=\frac{u(1+ae^{-u})}{2\left[u+a(1-e^{-u})\right]} .
\]

As \(u\to0\), numerator and denominator become \(u(1+a)\) and \(2u(1+a)\), so \(n\to1/2\). For \(u>0\), \(n<1/2\) requires \(ue^{-u}<1-e^{-u}\), or \(u<e^u-1\), which is true. At late times

\[
n\simeq\frac{u}{2(u+a)},
\]

so the return to 1/2 needs \(u\gg a\), not merely \(u\gg1\). The slope of \(X^2\) settles once \(ae^{-u}\ll1\), which for \(a>1\) means a few \(\tau\) after the time \(\tau\ln a\). For large \(a\) the exponent still feels the offset long after that. An exponent near 1/3 or 1/4 in a limited time window therefore does not by itself show a cubic or quartic mechanism. Plotting \(X^2\) against \(t\) avoids this difficulty.

## 5. Worked example

The parameters are round, rough values, not a fit to data. \(K_L\) is of the order found for NiO growing on nickel at 1300 K. The ratio \(K_B/K_L=500\) is a chosen value; tracer measurements in NiO at this temperature suggest a ratio of order \(10^3\) for dislocations and \(10^4\) for high-angle grain boundaries:

- \(K_L=600\) nm²/s and \(K_B=500K_L=300000\) nm²/s;
- \(f_0=0.02\), \(\tau=600\) s and \(X_0=100\) nm.

The excess is \(E=0.02\times299400=5988\) nm²/s. The initial slope is \(2(600+5988)=13176\) nm²/s and the late slope is 1200 nm²/s, a ratio of 10.98. The offset is

\[
2E\tau=2\times5988\times600=7.19\times10^6\ \text{nm}^2 .
\]

The three crossover times are \(\tau=600\) s, \(600\ln(5988/600)=1380\) s and \(600\times5988/600=5988\) s. Equation (3) gives:

| \(t\) (s) | slope of \(X^2\) (nm²/s) | \(X\) (nm) |
|---:|---:|---:|
| 0 | 13176 | 100 |
| 60 | 12036 | 875 |
| 600 | 5606 | 2296 |
| 1380 | 2400 | 2852 |
| 5988 | 1201 | 3792 |
| 18000 | 1200 | 5366 |

At 1380 s the slope is twice the lattice value, as it must be when the two contributions are equal. By 5988 s it has settled. After five hours the film is 5366 nm (5.4 µm) thick, against 4649 nm for lattice diffusion alone from the same initial thickness. Although the slopes now agree, the early fast growth still accounts for 717 nm.

With \(X_0=0\) and the other parameters held fixed, numerical minimization of \(n\) gives a lowest value of 0.171 at 2337 s. At 18000 s it has recovered to only 0.375. The late formula gives \(n=0.45\) at \(u=9a\), about 54000 s or 15 hours. Growth is diffusion-controlled throughout this model, yet the exponent stays well below 1/2 for hours.

## 6. When the paths do not vanish

**Constant residue.** Suppose the path fraction falls to \(f_\infty\) rather than zero:

\[
f=f_\infty+(f_0-f_\infty)e^{-t/\tau}.
\]

Integrating (1) as before gives

\[
X^2=X_0^2+2\left[K_L+f_\infty(K_B-K_L)\right]t
+2(f_0-f_\infty)(K_B-K_L)\tau\left(1-e^{-t/\tau}\right).
\]

The plot still has two straight parts, but the late slope is no longer \(2K_L\). Reading it as lattice diffusion requires \(f_\infty\ll K_L/(K_B-K_L)\), which is 0.002 here. A residue of one tenth of the initial fraction would double the late slope. Two straight parts are thus not proof that lattice diffusion has been reached.

**Grains limited by the film thickness.** Let the fast paths be grain boundaries of width \(\delta\) around square columns of width \(d\). Each column has perimeter \(4d\) and owns half of each boundary, so for \(\delta\ll d\)

\[
f\simeq\frac{4d\,(\delta/2)}{d^2}=\frac{2\delta}{d}.
\]

With \(\delta=1\) nm, \(f_0=0.02\) means \(d=100\) nm. Exponential decay of \(f\) then requires \(d\) to grow as \(e^{t/\tau}\). At 2100 s this gives about 3300 nm, already more than the film thickness of about 3100 nm. Suppose that \(d\) cannot exceed \(X\), and that once it has reached \(X\) it grows only in step with the film. Then \(d=X\) and \(f=2\delta/X\) from that time on, and

\[
\frac{d(X^2)}{dt}=2K_L+\frac{4\delta(K_B-K_L)}{X}. \tag{4}
\]

The excess slope now falls as \(1/X\), not exponentially. At late times \(X\) grows roughly as \(\sqrt{2K_Lt}\), so the integral of the last term grows as \(\sqrt t\). The slope still tends to \(2K_L\), but \(X^2\) approaches no straight line with a finite offset.

I integrated the growth equation numerically with the larger of \(f_0e^{-t/\tau}\) and \(2\delta/X\) as the path fraction. The thickness at 18000 s becomes 5734 nm, 6.8% above the result of (3). The slope there is 1409 nm²/s, in agreement with (4): \(1200+4\times299400/5734\). A lattice constant read from this slope would be 17% too high. These sizes belong to the chosen ratio of 500. With a ratio of order \(10^4\), boundaries spaced by \(d=X\approx5\) µm would still carry several times the lattice flux.

**Ordinary grain growth.** Ideal grain growth driven by boundary curvature makes \(d^2\) linear in time, so \(f\) does not fall exponentially even before \(d\) reaches \(X\). Take \(d=d_0\sqrt{1+2t/\tau}\), with \(d_0\) the initial grain width, which gives \(f\) the same initial rate of decay as before. Then \(f=f_0/\sqrt{1+2t/\tau}\), and integrating (1) gives

\[
X^2=X_0^2+2K_Lt+2E\tau\left(\sqrt{1+2t/\tau}-1\right).
\]

At 18000 s the example would reach about 8400 nm, with a slope of 2733 nm²/s, more than twice the lattice value. Equation (3) therefore applies to grain boundaries only if their area fraction is known to fall exponentially over the time considered.

## 7. Other neglected effects

**Storage of mobile defects.** Let \(c\) be the defect concentration, scaled to 1 at the source face and 0 at the moving face. Let \(S\) be the ratio of the source concentration to the concentration needed to build oxide. For a diffusivity \(D(t)\) that is uniform in space,

\[
\frac{\partial c}{\partial t}=D(t)\frac{\partial^2c}{\partial x^2},\qquad
\frac{dX}{dt}=-S D(t)\left.\frac{\partial c}{\partial x}\right|_{X}.
\]

Both rates contain the factor \(D(t)\), so the new time \(\theta=\int_0^tD\,ds\) removes it. For \(X_0=0\) the solution is

\[
c=1-\frac{\operatorname{erf}(x/2\sqrt\theta)}{\operatorname{erf}\lambda},\qquad X=2\lambda\sqrt\theta .
\]

Inserting it in the boundary condition gives \(\lambda=Se^{-\lambda^2}/(\sqrt\pi\operatorname{erf}\lambda)\), or

\[
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=S .
\]

For small \(\lambda\), \(\operatorname{erf}\lambda\simeq(2/\sqrt\pi)(\lambda-\lambda^3/3)\) and \(e^{\lambda^2}\simeq1+\lambda^2\), so

\[
2\lambda^2\left(1+\tfrac23\lambda^2\right)\simeq S
\;\Rightarrow\;
X^2=4\lambda^2\theta\simeq2S\theta\left(1-\frac S3\right).
\]

The quasi-steady profile is linear and gives \(X^2=2S\theta\). Storage thus lowers \(X^2\) by the relative amount \(S/3\), even while \(D\) decays. For a rough vacancy site fraction of \(10^{-4}\) this is 0.003%. In NiO the vacancies enter at the moving outer face and the new oxide is built with vacancies in it. The correction can then have the opposite sign, and only its order of magnitude carries over.

**Surface reaction.** If the diffusion flux is linear in the surface activity, a linear surface reaction with limiting growth speed \(v\) acts in series with diffusion:

\[
\frac{dX}{dt}=\left(\frac XK+\frac1v\right)^{-1}.
\]

Take oxygen at 150 Torr, a chosen reaction probability of \(10^{-3}\) per impact, two formula units per molecule and a rough molar volume of 11 cm³/mol. The kinetic-theory impact rate \(p/\sqrt{2\pi mk_BT}\), with \(m\) the molecular mass, then gives \(v=9400\) nm/s. The initial diffusion-limited speed is \(6588/100=66\) nm/s. Numerical integration shows a loss of 0.6 nm at 60 s, out of 875 nm. In NiO \(K\) varies only as a small power of the oxygen pressure, which makes the loss smaller still. A much smaller reaction probability, or slow supply through the gas, would matter more.

**Space charge.** For singly charged vacancies balanced by holes, each with density \(N\), the screening length is \(\sqrt{\epsilon k_BT/(2e^2N)}\), where \(\epsilon\) is the permittivity. With the same vacancy fraction and a rough relative permittivity of 12, it is 2.6 nm. This value holds near the oxidising face. The vacancy density falls steeply toward the metal, where the oxygen pressure is about \(10^{-10}\) atm and the screening length reaches tens of nanometres. In a 100 nm film, neutrality is doubtful within roughly 10 nm of the metal, and (3) should not be carried down to films of a few tens of nanometres or less.

**Temperature.** With a rough activation energy of 2.5 eV, a 10 K rise increases \(K_L\) by 19%. This is comparable with the effect of thickness-limited grains on the late slope. \(K_B\) and \(\tau\) also change with temperature. A warm-up short compared with \(\tau\) changes the fast-path offset little; a longer one can be followed with the stepwise update of Section 8.

**The real case.** Of the effects sized in Sections 6 and 7 at constant temperature, the survival of grain boundaries changes the example most. Paths that stop part-way, as in Section 2, can also change it strongly. The rate constants, \(f_0\) and \(\tau\) depend on purity, surface preparation and oxygen pressure, and the values above indicate a regime only. The five-hour thickness is a model result, not a prediction for a particular specimen.

## 8. Implementation

For a temperature history made of constant steps, advance \(X^2\) and \(f\) together. Over a step \(\Delta t\),

\[
\begin{aligned}
X_{m+1}^2&=X_m^2+2K_L\Delta t+2f_m(K_B-K_L)\tau\left(1-e^{-\Delta t/\tau}\right),\\
f_{m+1}&=f_me^{-\Delta t/\tau}.
\end{aligned}
\]

The constants \(K_L\), \(K_B\) and \(\tau\) take their values for that step. Within the model this update has no time-step error, because it is (3) restarted from the current state. For \(\Delta t\ll\tau\), evaluate \(1-e^{-\Delta t/\tau}\) as `-expm1(-dt/tau)` to avoid loss of digits. If boundaries persist, integrate (1) numerically with the measured or modelled \(f\) instead.
